Resta preconditioner between Kerker and plain density mixing

**Problem**

In a plane-wave calculation the self-consistent density is found by iteration. An input density n gives an effective potential, its occupied orbitals give an output density F(n), and the next input is

n' = n + α P [F(n) − n].

Here α is a number and P multiplies each Fourier component by a factor P(q). Plain mixing has P = 1. Kerker mixing has

P_K(q) = q²/(q² + k0²),

with k0 the Thomas-Fermi wavevector. Hartree atomic units are used throughout.

(a) Resta's model of a semiconductor screens a point charge by linearised Thomas-Fermi theory inside a sphere of radius R. Outside it, the potential is that of the charge divided by the static dielectric constant ε. Find the relation between ε, k0 and R, and the factor P(q) = 1/ε(q).

(b) At fixed k0, how far is P from 1 and from P_K, taken over all q? What happens for ε → 1 and ε → ∞, and does P lie between the two at every q?

(c) Find what governs convergence near the fixed point, and how it depends on the cell length L in an insulator and in a metal.

(d) Evaluate the result for a chain of period a = 5 bohr with two electrons per period. Each chain occupies a transverse area A = 25 bohr², over which its charge is spread evenly, and transverse motion is frozen. The self-consistent effective potential is 0.15 cos(2πx/a) hartree. Keep only the Hartree interaction.

**Solution**

**(a) The model and its preconditioner**

Take a unit positive charge at the origin and write its screened potential as V(r) = u(r)/r. Inside R the electron density rises by k0²[V(r) − V(R)]/4π, so that it is undisturbed at r = R. Electrons are negative, so Poisson's equation gives ∇²V = k0²[V − V(R)] for 0 < r < R. Outside, V = 1/(εr), hence u = 1/ε and V(R) = 1/(εR). Since ∇²(u/r) = u''/r,

u'' = k0² [u − r/(εR)], 0 < r < R.

Put w = u − r/(εR), so that w'' = k0² w. The potential is continuous at R, which gives w(R) = 0. There is no surface charge, so u' is continuous too; it vanishes outside, and w'(R) = −1/(εR). The solution is

w(r) = sinh[k0(R − r)]/(ε k0R).

Close to the origin the bare charge must be seen, so u(0) = w(0) = 1:

ε = sinh(k0R)/(k0R).

The right side rises from 1 to infinity with k0R, so each ε > 1 fixes one R. The radius is not a free parameter.

The total charge in Fourier space is 1/ε(q). The induced charge density is −u''/(4πr), and its transform with the weight 4πr² sin(qr)/(qr) gives

1/ε(q) = 1 − (1/q) ∫₀ᴿ u'' sin(qr) dr.

Here u'' = k0² w = k0² sinh[k0(R − r)]/sinh(k0R). Let I be the integral of sinh[k0(R − r)] sin(qr) from 0 to R, and C that of cosh[k0(R − r)] cos(qr). Integration by parts gives

I = sinh(k0R)/q − (k0/q) C,
C = sin(qR)/q + (k0/q) I.

Eliminating C,

I = [q sinh(k0R) − k0 sin(qR)]/(q² + k0²).

Therefore

1/ε(q) = 1 − k0²/(q² + k0²) + k0³ sin(qR)/[q sinh(k0R)(q² + k0²)].

Replacing sinh(k0R) by ε k0R in the last term and joining the first two,

P(q) = [q² + (k0²/ε) s]/(q² + k0²), s = sin(qR)/(qR).

**(b) Distance from the two limits**

The distance from plain mixing is

1 − P = k0² (1 − s/ε)/(q² + k0²).

It is not negative, because s ≤ 1 ≤ ε. For an upper bound, split the bracket:

1 − s/ε = (1 − 1/ε) + (1 − s)/ε.

Since sin x ≥ x − x³/6 for x ≥ 0, we have 1 − s ≤ q²R²/6. The power series of sinh has positive terms, so ε ≥ 1 + (k0R)²/6, or R²/6 ≤ (ε − 1)/k0². Together these give

(1 − s)/ε ≤ (1 − 1/ε) q²/k0²,
1 − s/ε ≤ (1 − 1/ε)(q² + k0²)/k0².

The last factor cancels the prefactor of 1 − P, which leaves 0 ≤ 1 − P ≤ 1 − 1/ε. For Kerker mixing,

|P − P_K| = k0² |s|/[ε(q² + k0²)] ≤ 1/ε.

Both bounds are reached at q = 0, where P = 1/ε and P_K = 0. Thus

sup |1 − P| = 1 − 1/ε, sup |P − P_K| = 1/ε.

For ε → 1 the factor tends to plain mixing, and for ε → ∞ to Kerker mixing, uniformly in q. The first limit needs R → 0 along with ε → 1. If R were held fixed while ε was set to 1, the numerator would keep its oscillating term and P would not become 1.

At a given q, P need not lie between the two. The difference P − P_K has the sign of sin(qR): it is positive for qR < π and first turns negative just beyond. Where it is positive with x = qR < π, write it as k0³ sin(qR)/[q sinh(k0R)(q² + k0²)]. With y = k0R, its logarithmic derivative with respect to R is

(x cot x − y coth y)/R < 0,

because x cot x < 1 and y coth y > 1. As R grows with ε, P falls steadily towards P_K in this range.

The same factor also changes character with q, since

P/P_K = 1 + k0² s/(ε q²).

The two terms are comparable near q = k0/√ε. Well below this, P levels off at 1/ε, which is plain mixing with a reduced step. Well above it, P follows Kerker. In a finite cell with smallest wavevector q1 = 2π/L, the condition ε ≫ k0²/q1² therefore ensures Kerker behaviour in every component, because |s| ≤ 1. In a long cell, where q1 ≪ k0, this asks for much more than ε ≫ 1.

**(c) Convergence**

Let e be the small error of the input density. The Hartree kernel v(q) turns it into a potential, and the independent-particle response χ0 turns that into an output error χ0 v e. To first order,

e' = (1 − αPJ) e, J = 1 − χ0 v.

The component q = 0 is absent because the electron number is fixed. Both v and P are diagonal in q and positive, so we may set e = v^(−½) P^½ w. Then

w' = (1 − αM) w, M = P^½ E P^½, E = 1 − v^½ χ0 v^½.

The matrix χ0 is Hermitian. In a sum over states, each transition from an occupied to an empty state contributes a negative term to its quadratic form, so the eigenvalues of E are at least 1 and those of M are positive. Let them run from λmin to λmax, with κ = λmax/λmin. The largest |1 − αλ| is smallest when the two ends are equal and opposite:

α = 2/(λmin + λmax), ρ = (κ − 1)/(κ + 1).

The norm of w then shrinks at least by the factor ρ per step.

The long-wave component sets an upper bound on λmin. A diagonal element of M⁻¹ = P^(−½) E⁻¹ P^(−½) cannot exceed its largest eigenvalue 1/λmin, so

λmin ≤ P(q1) ε_M, ε_M = 1/(E⁻¹)₁₁,

where the index 1 denotes q1. The quantity ε_M is the macroscopic dielectric constant at q1. It includes local fields, the coupling of q1 to other Fourier components, and it is a natural input for ε, because P(q) tends to 1/ε at small q.

In an insulator the matrix elements of exp(iqx) between occupied and empty states vanish in proportion to q, and the gap keeps the energy denominators finite. Hence χ0 ∝ q² cancels v ∝ 1/q², and E₁₁ stays finite as L grows. So does ε_M, which cannot exceed E₁₁, because E₁₁(E⁻¹)₁₁ ≥ 1 for any positive Hermitian matrix (the Cauchy-Schwarz inequality). For Kerker mixing λmin then falls at least as fast as q1² ∝ 1/L². Meanwhile λmax is at least any diagonal element P_K(q)E_qq ≥ P_K(q), which is near 1 for large q. So κ grows at least as L².

For the Resta factor, part (b) gives 1/ε ≤ P ≤ 1, hence λmin ≥ 1/ε and

κ ≤ ε λmax(E).

This does not grow with L as long as λmax(E) stays bounded.

For a metal, remove the cosine from the chain and take an odd number N of periods, so that the plane waves 2πm/L with |m| ≤ (N − 1)/2 are filled. At wavevector q1 one transition is possible at each Fermi edge. Its energy is (q1²/2)N = q1 kF, because kF = π/a = Nq1/2. With two spins and two edges,

χ0(q1) = −4/(L q1 kF) = −2/(π kF).

Charge n(x)/A spread over the transverse area gives v = 4π/(Aq²) from Poisson's equation. Since free electrons do not couple different q,

E₁₁ = 1 + k0²/q1², k0² = 8/(A kF).

This identifies k0 for the chain. Kerker's factor gives P_K(q1)E₁₁ = 1, which removes the L² growth. A weaker growth remains in one dimension. At q = 2kF every filled state k can be excited, at an energy 2kF(k + kF) that starts near zero, so the sum over states grows as ln L and κ with it. With Resta's factor at fixed ε, P(q1) tends to 1/ε, and the product still grows as L². The Kerker end of the family is thus the right one for the metal.

**(d) The semiconductor chain**

Here kF = π/5 = 0.6283 bohr⁻¹, so k0 = √[8/(25 × 0.6283)] = 0.714 bohr⁻¹. The external potential is taken as the stated effective potential minus the Hartree potential of its own density, which makes the fixed point known. The orbitals come from diagonalization in plane waves up to about 3.14 bohr⁻¹, and χ0 from the sum over states.

With 32 periods, L = 160 bohr and q1 = 0.0393 bohr⁻¹. The gap is 0.150 hartree. Without local fields the dielectric constant at q1 would be E₁₁ = 6.89; with them it is ε_M = 5.95. Solving sinh(k0R)/(k0R) = 5.95 gives k0R = 3.815 and

R = 3.815/0.7136 = 5.35 bohr.

The sphere serves here only as a model for the shape of P(q). Charge spread evenly over the transverse area forms planes, not points, so R is not a length of the chain itself.

The distance from plain mixing is 1 − 1/5.95 = 0.83 and that from Kerker is 0.17. The crossover k0/√ε is at 0.29 bohr⁻¹. Beyond π/R = 0.59 bohr⁻¹ the factor does dip below Kerker's, by at most 0.016, near q = 0.80 bohr⁻¹. Keeping this R but setting ε = 1 would leave a largest distance of 0.60 from plain mixing, instead of zero.

The factors can be compared with the chain's own 1/ε(q), the diagonal of E⁻¹:

q (bohr⁻¹): P_K, P, chain
0.039: 0.003, 0.169, 0.168
0.314: 0.162, 0.246, 0.301
0.628: 0.437, 0.431, 0.511
1.257: 0.756, 0.759, 0.717

Agreement at the smallest q reflects the choice of ε. At 0.314 bohr⁻¹ the model is 18% below the chain's value. The condition numbers, with ε = 5.95 in the Resta factor for all three cells, are:

periods: plain, Kerker, Resta
8: 5.6, 5.4, 2.1
16: 6.8, 17.1, 2.3
32: 7.1, 64.1, 2.3

From 16 to 32 periods the Kerker value rises by a factor 3.8, close to the 4 expected from L². The bound of part (c) gives λmin ≤ 0.00302 × 5.95 = 0.0180 at 32 periods. The density components extend to 6.28 bohr⁻¹, where P_K = 0.987, so κ ≥ 0.987/0.0180 ≈ 55, consistent with 64. At 8 periods the Kerker and plain values happen to be close. From there to 32 periods the Kerker value grows about twelvefold, the plain one only from 5.6 to 7.1.

The Resta value does not reach 1. That would require E to be proportional to P⁻¹, which is impossible for a diagonal P when local fields make E non-diagonal.

For the metal with 33 periods, κ is 352 for plain mixing, 1.5 for Kerker and 64 for Resta with ε still 5.95. The first number is 1 + k0²/q1² with q1 = 2π/165 bohr⁻¹. Kerker mixing, the worst of the three for the semiconductor with 32 periods, is the best here, in line with part (c).

Finally, let ε in the preconditioner vary while the semiconductor stays the same. The nonlinear iteration was run for 16 periods, each time with the α of part (c), which minimises ρ. The initial error had one set of random phases and equal small weights v^½|e| = 10⁻⁵ in all components. The steps needed to reduce the norm (Σ v|e|²)^½ by 10⁶ were:

mixing: κ, ρ, steps
plain: 6.8, 0.74, 46
ε = 1.0001: 6.8, 0.74, 46
ε = 2: 4.0, 0.60, 25
ε = 5.95: 2.3, 0.39, 14
ε = 30: 5.0, 0.67, 30
ε = 200: 12.6, 0.85, 78
ε = 10⁶: 17.1, 0.89, 105
Kerker: 17.1, 0.89, 105

The ends of the family reproduce plain and Kerker mixing. Between them the cost is not monotonic: of the values tried, ε = 5.95 needs the fewest steps. This is ε_M of the 32-period cell; in the 16-period cell, with its larger q1, ε_M is somewhat smaller. The table shows that a value near the chain's dielectric constant works well, not that ε_M is exactly the best choice. The value ε = 200 is not yet the Kerker limit, because k0²/q1² = 0.509/0.0785² ≈ 83 in this cell and the ratio P/P_K at q1 can still be as large as 1 + 83/200 ≈ 1.4.

If the error shrank by ρ at each step, the count would be ln(10⁶)/|ln ρ|. For ρ = 0.389 this is 13.8/0.944 ≈ 15, against 14 found. For Kerker it is about 118, against 105; the estimate treats the whole initial error as if it lay in the slowest modes.

These numbers belong to a Hartree-only model and to small errors. With exchange and correlation, v is replaced by v plus a further kernel. The proof that the eigenvalues are positive then no longer applies as it stands, because it used that v is positive and that, being diagonal in q, it commutes with P.
